# Fermi's pseudopotential, gas line shifts and the outer well of Rydberg molecules: test program

```python
"""
Result under test (Hartree atomic units):
  a neutral perturber of scattering length a at distance R from the core
  shifts an isolated Rydberg level by 2 pi a |psi(R)|^2; a gas of density N
  shifts it by 2 pi a N on average; the outer well of an ns molecule has depth
  |a| K nu^(-17/3) (1 + c nu^(-2/3)), with K and c from the Airy function.
Symbols: nu = effective quantum number n - defect, u = r R_ns(r) the radial
wave with unit norm, r_t = 2 nu^2 the outer turning point,
ell = 2^(1/3) nu^(4/3) the Airy length.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

mp.mp.dps = 40
HALF = mp.mpf(1) / 2
MHZ = const.physical_constants["hartree-hertz relationship"][0] / 1e6
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100

# Round model parameters
n_level = 30
defect = 0.5
a_model = -5.0
gas_density = 1e-8
reduced_mass = 1e5
core_cut = 100.0
nu_model = n_level - defect


def whittaker_w(nu, z):
    """Decaying Coulomb s wave and its derivative with respect to z."""
    w = mp.whitw(nu, HALF, z)
    return w, ((z / 2 - nu) * w - mp.whitw(nu + 1, HALF, z)) / z


def whittaker_m(nu, z):
    """Coulomb s wave regular at the origin and its z derivative."""
    m = mp.whitm(nu, HALF, z)
    return m, ((z / 2 - nu) * m + (1 + nu) * mp.whitm(nu + 1, HALF, z)) / z


def wave_norm(nu):
    return mp.sqrt(nu**2 * mp.gamma(nu + 1) * mp.gamma(nu))


def ns_density(nu, distance):
    """|psi_ns|^2 at the given distance, from the Whittaker function."""
    nu, distance = mp.mpf(nu), mp.mpf(distance)
    w, _ = whittaker_w(nu, 2 * distance / nu)
    return (w / wave_norm(nu))**2 / (4 * mp.pi * distance**2)


def integrate_wave(nu, r_inner):
    """Integrate the radial equation inward from the forbidden region."""
    ell = 2**(1 / 3) * nu**(4 / 3)
    r_outer = 2 * nu**2 + 10 * ell
    nu_mp = mp.mpf(nu)
    w, dw = whittaker_w(nu_mp, 2 * mp.mpf(r_outer) / nu_mp)
    start = [float(w / wave_norm(nu_mp)),
             float(dw * 2 / nu_mp / wave_norm(nu_mp))]
    solution = solve_ivp(
        lambda r, y: [y[1], (1 / nu**2 - 2 / r) * y[0]],
        (r_outer, r_inner), start, method="DOP853",
        rtol=1e-10, atol=1e-20, dense_output=True)
    assert solution.success
    return solution.sol, r_outer, ell


def outer_maximum(nu, wave, ell):
    """Position of the outermost maximum of u^2/r^2, and u^2/(2 r^2) there."""
    r_t = 2 * nu**2
    best = minimize_scalar(
        lambda r: -wave(r)[0]**2 / (2 * r**2) * nu**(17 / 3),
        bounds=(r_t - 2.2 * ell, r_t + ell), method="bounded",
        options={"xatol": 1e-5})
    return best.x, wave(best.x)[0]**2 / (2 * best.x**2)


# Airy constants of the asymptotic depth and position
_, ap, ai_ap, _ = ai_zeros(1)
airy_point, airy_peak = float(ap[0]), float(ai_ap[0])
K_depth = 2**(4 / 3) * airy_peak**2 / 8
c_depth = -1.6 * airy_point * 2**(-2 / 3)


def asymptotic_position(nu):
    ell = 2**(1 / 3) * nu**(4 / 3)
    eps = ell / (2 * nu**2)
    return 2 * nu**2 + ell * (
        airy_point + eps * (airy_point**2 / 5 + 0.8 / airy_point))


# Radial wave of the model: norm by quadrature against the gamma-function norm
wave, r_outer, ell = integrate_wave(nu_model, 0.01)
root_r = np.linspace(0.1, np.sqrt(r_outer), 20001)
r_grid = root_r**2
u_grid = wave(r_grid)[0]
norm = simpson(u_grid**2 * 2 * root_r, x=root_r)
assert abs(norm - 1) < 1e-3
for r_test in (200.0, 900.0, 1600.0):
    direct = wave(r_test)[0]**2 / (4 * np.pi * r_test**2)
    exact = float(ns_density(nu_model, r_test))
    assert abs(direct - exact) < 1e-5 * float(ns_density(nu_model, 1600.0))

# Outer well, and asymptotic law at three effective quantum numbers
R_well, depth_per_a = outer_maximum(nu_model, wave, ell)
depth = abs(a_model) * depth_per_a
scaling_rows = []
for nu in (29.5, 59.5, 119.5):
    length = 2**(1 / 3) * nu**(4 / 3)
    wave_nu, _, length = integrate_wave(nu, 2 * nu**2 - 3.5 * length)
    position, value = outer_maximum(nu, wave_nu, length)
    leading = K_depth * nu**(-17 / 3)
    corrected = leading * (1 + c_depth * nu**(-2 / 3))
    scaling_rows.append((nu, value / leading, value / corrected))
    assert abs(value / corrected - 1) < 3 * nu**(-4 / 3)
    assert abs(position - asymptotic_position(nu)) < 3
errors = [abs(row[2] - 1) for row in scaling_rows]
assert errors[0] > errors[1] > errors[2]


# Exact zero-range perturber in the Coulomb field with an s-wave defect
def regular_green(nu, s_defect, distance):
    """Finite part of the Green function (H-E)^(-1) at coincident points."""
    z = 2 * distance / nu
    w, dw = whittaker_w(nu, z)
    m, dm = whittaker_m(nu, z)
    q = mp.mpf(1) / 4 - nu / z
    coulomb = mp.gamma(1 - nu) / (mp.pi * nu) * (dm * dw - q * m * w)
    extra = mp.pi * mp.sin(mp.pi * s_defect) / (
        mp.gamma(nu)**2 * mp.sin(mp.pi * nu)
        * mp.sin(mp.pi * (nu + s_defect)))
    return coulomb + extra * w**2 / (4 * mp.pi * distance**2)


def exact_shift(s_defect, a, distance, first_order):
    """Energy shift from the zero-range boundary condition."""
    s_defect, a, distance = map(mp.mpf, (s_defect, a, distance))
    nu0 = n_level - s_defect
    guess = nu0**3 * first_order

    def condition(nu):
        return mp.sin(mp.pi * (nu + s_defect)) * (
            1 + 2 * mp.pi * a * regular_green(nu, s_defect, distance))

    nu = mp.findroot(condition, (nu0 + guess, nu0 + guess * mp.mpf("1.05")))
    return 1 / (2 * nu0**2) - 1 / (2 * nu**2)


nu_t, z_t = mp.mpf("29.3"), mp.mpf(110)
w_t, dw_t = whittaker_w(nu_t, z_t)
m_t, dm_t = whittaker_m(nu_t, z_t)
assert abs((dm_t * w_t - dw_t * m_t) * mp.gamma(1 - nu_t) - 1) < 1e-15

density_well = ns_density(nu_model, R_well)
shift_rows = []
for a in (-0.01, -1.0, a_model):
    first = 2 * mp.pi * a * density_well
    full = exact_shift(defect, a, R_well, first)
    shift_rows.append((a, float(first), float(full), float(full / first)))
assert abs(shift_rows[0][3] - 1) < 1e-3
assert abs(shift_rows[-1][3] - 1) < 0.2

# A defect close to zero: the nearby manifold spoils the isolated-level rule
small_defect = mp.mpf("0.05")
nu_close = n_level - small_defect
R_close = asymptotic_position(float(nu_close))
first_close = 2 * mp.pi * a_model * ns_density(nu_close, R_close)
full_close = exact_shift(small_defect, a_model, R_close, first_close)
ratio_close = float(full_close / first_close)
assert abs(ratio_close - 1) > 0.15

# No defect: the shift follows the density summed over the whole manifold
manifold_density = mp.mpf(0)
rho = 2 * mp.mpf(R_well) / n_level
for l in range(n_level):
    prefactor = (mp.mpf(2) / n_level)**3 * mp.factorial(n_level - l - 1) / (
        2 * n_level * mp.factorial(n_level + l))
    radial_sq = prefactor * mp.exp(-rho) * rho**(2 * l) * mp.laguerre(
        n_level - l - 1, 2 * l + 1, rho)**2
    manifold_density += (2 * l + 1) * radial_sq / (4 * mp.pi)
first_manifold = 2 * mp.pi * mp.mpf("-0.01") * manifold_density
full_manifold = exact_shift(0, mp.mpf("-0.01"), R_well, first_manifold)
ratio_manifold = float(full_manifold / first_manifold)
assert abs(ratio_manifold - 1) < 2e-3

# Finite-range square well in a spherical cell: independent test of 2 pi a N
well_radius, well_wave = 1.0, 1.45
a_square = well_radius - np.tan(well_wave * well_radius) / well_wave


def cell_energy(cell_radius):
    """Lowest energy with zero radial slope of the wave at the cell edge."""
    estimate = 1.5 * a_square / cell_radius**3

    def mismatch(energy):
        inner = np.sqrt(well_wave**2 + 2 * energy)
        lam = np.sqrt(-2 * energy)
        gap = well_radius - cell_radius
        u = cell_radius * np.cosh(lam * gap) + np.sinh(lam * gap) / lam
        du = cell_radius * lam * np.sinh(lam * gap) + np.cosh(lam * gap)
        return inner / np.tan(inner * well_radius) * u - du

    return brentq(mismatch, 1.5 * estimate, 0.5 * estimate,
                  xtol=1e-20, rtol=1e-12)


cell_rows = []
for cell_radius in (500.0, 2000.0):
    cell_density = 3 / (4 * np.pi * cell_radius**3)
    ratio = cell_energy(cell_radius) / (2 * np.pi * a_square * cell_density)
    cell_rows.append((cell_radius, ratio))
    assert abs(ratio - 1 - 1.8 * a_square / cell_radius) < 1e-3

# Random gas: mean shift and spread, in units of 2 pi a N
rng = np.random.default_rng(12345)
samples, r_gas = 2000, 2600.0
volume = 4 * np.pi / 3 * (r_gas**3 - core_cut**3)
counts = rng.poisson(gas_density * volume, samples)
r_atoms = np.cbrt(core_cut**3
                  + rng.random(counts.sum()) * (r_gas**3 - core_cut**3))
density_grid = u_grid**2 / (4 * np.pi * r_grid**2)
weights = np.interp(r_atoms, r_grid, density_grid)
labels = np.repeat(np.arange(samples), counts)
gas_shifts = np.bincount(labels, weights, minlength=samples) / gas_density
outside = r_grid > core_cut
fourth = simpson((u_grid**4 / (4 * np.pi * r_grid**2)
                  * 2 * root_r)[outside], x=root_r[outside])
spread_formula = np.sqrt(fourth / gas_density)
assert abs(gas_shifts.mean() - 1) < 0.02
assert abs(gas_shifts.std() / spread_formula - 1) < 0.1
gas_shift = 2 * np.pi * a_model * gas_density

# Nuclear motion in the outer well, with a wall at its inner node
r_t = 2 * nu_model**2
node = brentq(lambda r: wave(r)[0], r_t - 3.2 * ell, r_t - 1.5 * ell)
nuclear_r = np.linspace(node, r_outer, 1602)
step = nuclear_r[1] - nuclear_r[0]
inside = nuclear_r[1:-1]
potential = a_model * wave(inside)[0]**2 / (2 * inside**2)
level = eigh_tridiagonal(
    1 / (reduced_mass * step**2) + potential,
    np.full(len(inside) - 1, -1 / (2 * reduced_mass * step**2)),
    eigvals_only=True, select="i", select_range=(0, 0))[0]
assert -depth < level < 0

k_well = np.sqrt(2 / R_well - 1 / nu_model**2)
print(f"principal quantum number n: {n_level}; s defect: {defect}")
print(f"effective quantum number nu: {nu_model}")
print(f"scattering length a: {a_model} bohr")
print(f"norm of ns wave by quadrature: {norm:.6f}")
print(f"outer turning point: {r_t:.1f} bohr; Airy length: {ell:.2f} bohr")
print(f"first zero of Ai': {airy_point:.5f}; Ai there: {airy_peak:.5f}")
print(f"depth constants: K = {K_depth:.5f}, c = {c_depth:.4f}")
print(f"outer well position, numerical: {R_well:.2f} bohr")
print(f"outer well position, Airy: {asymptotic_position(nu_model):.2f} bohr")
print(f"inner node of outer well: {node:.2f} bohr")
print(f"ns density at well: {float(density_well):.5e} bohr^-3")
print(f"local electron wave number at well: {k_well:.5f} bohr^-1")
print(f"k|a| at well: {k_well * abs(a_model):.4f}")
print(f"outer well depth: {depth:.5e} hartree = {depth * MHZ:.3f} MHz")
depth_lead = abs(a_model) * K_depth * nu_model**(-17 / 3)
depth_next = depth_lead * (1 + c_depth * nu_model**(-2 / 3))
print(f"depth, leading Airy law: {depth_lead:.5e} hartree")
print(f"depth, corrected Airy law: {depth_next:.5e} hartree")
for nu, lead_ratio, next_ratio in scaling_rows:
    print(f"nu {nu}: numerical depth / leading law {lead_ratio:.5f}, "
          f"/ corrected law {next_ratio:.5f}")
for a, first, full, ratio in shift_rows:
    print(f"a {a} bohr: first order {first:.5e}, zero-range {full:.5e} "
          f"hartree, ratio {ratio:.5f}")
print(f"defect 0.05, a {a_model} bohr: zero-range / first order "
      f"{ratio_close:.4f}")
print(f"manifold density at well, n=30: {float(manifold_density):.5e} bohr^-3")
print(f"manifold density / ns density: "
      f"{float(manifold_density / density_well):.1f}")
print(f"no defect, a -0.01 bohr: zero-range / manifold sum "
      f"{ratio_manifold:.5f}")
print(f"square-well scattering length: {a_square:.4f} bohr")
for cell_radius, ratio in cell_rows:
    print(f"cell radius {cell_radius:.0f} bohr: energy / (2 pi a N) "
          f"{ratio:.5f}")
print(f"gas density N: {gas_density:.1e} bohr^-3 = "
      f"{gas_density / BOHR_CM**3:.3e} cm^-3")
print(f"gas shift 2 pi a N: {gas_shift:.5e} hartree = "
      f"{gas_shift * MHZ:.1f} MHz")
print(f"mean number of atoms within turning point: "
      f"{gas_density * 4 * np.pi / 3 * r_t**3:.1f}")
print(f"excluded core radius in random gas: {core_cut:.0f} bohr")
print(f"random gas, {samples} samples: mean / (2 pi a N) "
      f"{gas_shifts.mean():.4f}")
print(f"random gas relative spread: sampled {gas_shifts.std():.4f}, "
      f"formula {spread_formula:.4f}")
print(f"nuclear reduced mass: {reduced_mass:.0f} electron masses")
print(f"lowest level with wall at node: {level:.5e} hartree = "
      f"{level * MHZ:.3f} MHz")
print("finished without a failed check")
```

Running it gives:

```
principal quantum number n: 30; s defect: 0.5
effective quantum number nu: 29.5
scattering length a: -5.0 bohr
norm of ns wave by quadrature: 0.999999
outer turning point: 1740.5 bohr; Airy length: 114.84 bohr
first zero of Ai': -1.01879; Ai there: 0.53566
depth constants: K = 0.09038, c = 1.0269
outer well position, numerical: 1619.12 bohr
outer well position, Airy: 1619.12 bohr
inner node of outer well: 1480.30 bohr
ns density at well: 7.54838e-11 bohr^-3
local electron wave number at well: 0.00928 bohr^-1
k|a| at well: 0.0464
outer well depth: 2.37139e-09 hartree = 15.603 MHz
depth, leading Airy law: 2.11853e-09 hartree
depth, corrected Airy law: 2.34639e-09 hartree
nu 29.5: numerical depth / leading law 1.11936, / corrected law 1.01065
nu 59.5: numerical depth / leading law 1.07183, / corrected law 1.00417
nu 119.5: numerical depth / leading law 1.04404, / corrected law 1.00164
a -0.01 bohr: first order -4.74279e-12, zero-range -4.74287e-12 hartree, ratio 1.00002
a -1.0 bohr: first order -4.74279e-10, zero-range -4.75046e-10 hartree, ratio 1.00162
a -5.0 bohr: first order -2.37139e-09, zero-range -2.39069e-09 hartree, ratio 1.00814
defect 0.05, a -5.0 bohr: zero-range / first order 1.3783
manifold density at well, n=30: 2.29503e-08 bohr^-3
manifold density / ns density: 304.0
no defect, a -0.01 bohr: zero-range / manifold sum 0.99999
square-well scattering length: -4.6814 bohr
cell radius 500 bohr: energy / (2 pi a N) 0.98337
cell radius 2000 bohr: energy / (2 pi a N) 0.99580
gas density N: 1.0e-08 bohr^-3 = 6.748e+16 cm^-3
gas shift 2 pi a N: -3.14159e-07 hartree = -2067.1 MHz
mean number of atoms within turning point: 220.9
excluded core radius in random gas: 100 bohr
random gas, 2000 samples: mean / (2 pi a N) 0.9937
random gas relative spread: sampled 0.0810, formula 0.0820
nuclear reduced mass: 100000 electron masses
lowest level with wall at node: -1.46470e-09 hartree = -9.637 MHz
finished without a failed check
```
